# The static Hartree-exchange-correlation kernel of the two-electron Hubbard dimer: a numerical check

```python
# Static kernel of the two-electron Hubbard dimer, energies in units of t (t = 1).
# H = -t sum_s (c1s^+ c2s + h.c.) + U sum_i n_iup n_idn + w (n1 - n2),  m = <n1 - n2>.
# chi = dm/dw, chi_s = dm/dw_s at the same m, f_Hxc = 1/chi_s - 1/chi,
# f_xc = f_Hxc - U/2, f_c = f_Hxc - U/4  (E_H = U/2 sum n_i^2, E_x = -E_H/2).
# Under test: with x = U - E0, 4w^2 = G(x) = x^2 - 4x/(x-U), m = -8w/G',
# chi = -(8 - G'' m^2)/G', 1/chi_s = -4/(4-m^2)^(3/2); at w = 0, R = sqrt(U^2+16),
# f_Hxc = R(R+U)^2/128 - 1/2; its limits, the sum rule int f_Hxc dm = U, the peak width.
import numpy as np, sympy as sp
from functools import reduce
from scipy.optimize import brentq, minimize_scalar
from scipy.integrate import quad

# ---- definition side: Fock space (Jordan-Wigner), N = 2 sector
low = np.array([[0., 1.], [0., 0.]]); Z = np.diag([1., -1.]); I2 = np.eye(2)
c = [reduce(np.kron, [Z]*k + [low] + [I2]*(3-k)) for k in range(4)]  # 1up 1dn 2up 2dn
n = [a.T @ a for a in c]
keep = np.where(np.isclose(np.diag(sum(n)), 2))[0]
cut = lambda A: A[np.ix_(keep, keep)]
hop = c[0].T @ c[2] + c[1].T @ c[3]
T = cut(-(hop + hop.T)); D = cut(n[0] @ n[1] + n[2] @ n[3])
N1 = cut(n[0] + n[1]); N2 = cut(n[2] + n[3]); M = N1 - N2

def exact(U, w):  # energy, m, sum-over-states chi
    e, v = np.linalg.eigh(T + U*D + w*M)
    el = v.T @ M @ v[:, 0]
    return e[0], el[0], -2*np.sum(el[1:]**2/(e[1:] - e[0]))
def m_ks(ws):
    o = np.linalg.eigh(np.array([[ws, -1.], [-1., -ws]]))[1][:, 0]
    return 2*(o[0]**2 - o[1]**2)
def invert_ks(m):
    return brentq(lambda s: m_ks(s) - m, -5000, 5000, xtol=1e-14, rtol=1e-15)
def deriv(g, x, h=1e-3):
    return (8*(g(x+h) - g(x-h)) - (g(x+2*h) - g(x-2*h)))/(12*h)
def deriv2(g, x, h=2e-3):
    return (-g(x+2*h) + 16*g(x+h) - 30*g(x) + 16*g(x-h) - g(x-2*h))/(12*h*h)
def F_search(U, m):  # constrained search over singlets; p = total ionic weight
    g = lambda p: U*p - 2*np.sqrt(1-p)*(np.sqrt(p + m/2) + np.sqrt(p - m/2))
    return minimize_scalar(g, bounds=(abs(m)/2, 1), method="bounded",
                           options={"xatol": 1e-12}).fun
def site_response(U, w, h=1e-4):
    def dens(v1, v2):
        g = np.linalg.eigh(T + U*D + v1*N1 + v2*N2)[1][:, 0]
        return np.array([g @ N1 @ g, g @ N2 @ g])
    return np.column_stack([dens(w+h, -w) - dens(w-h, -w),
                            dens(w, -w+h) - dens(w, -w-h)])/(2*h)

# ---- formula side
def formula(U, w):
    x = brentq(lambda y: y*y - 4*y/(y-U) - 4*w*w, U + 1e-9, U + 2*abs(w) + 10,
               xtol=1e-14, rtol=1e-15)
    G1 = 2*x + 4*U/(x-U)**2; G2 = 2 - 8*U/(x-U)**3
    m = -8*w/G1
    return dict(x=x, G1=G1, G2=G2, m=m, chi=-(8 - G2*m*m)/G1)
chi_s = lambda m: -(4 - m*m)**1.5/4
def f_param(U, w):
    q = formula(U, w); return 1/chi_s(q["m"]) - 1/q["chi"]
def f_sym(U):
    R = np.sqrt(U*U + 16); return R*(R+U)**2/128 - 0.5
def f_diag(U, w):
    _, m, chi = exact(U, w); return 1/chi_s(m) - 1/chi

# ---- general-m tests
r2 = np.sqrt(2)
for U in (0.5, 2., 4., 10.):
    for w in (0., -0.7, -1., 1.5, -6.):
        B = np.array([[U+2*w, 0, -r2], [0, U-2*w, -r2], [-r2, -r2, 0]])
        full = np.linalg.eigvalsh(T + U*D + w*M)
        assert np.allclose(full, np.sort(np.r_[np.linalg.eigvalsh(B), 0, 0, 0]), atol=1e-11)
        E, m, chi = exact(U, w); q = formula(U, w); f = f_param(U, w)
        assert abs(E - (U - q["x"])) < 1e-11 and abs(m - q["m"]) < 1e-10
        assert abs(chi/q["chi"] - 1) < 1e-9
        assert abs(deriv(lambda s: exact(U, s)[1], w)/q["chi"] - 1) < 1e-6
        ws = invert_ks(m)
        assert abs(ws + m/np.sqrt(4 - m*m)) < 1e-9
        assert abs(deriv(m_ks, ws)/chi_s(m) - 1) < 1e-6
        h = 1e-4; mp_, mm_ = exact(U, w+h)[1], exact(U, w-h)[1]
        slope = (invert_ks(mp_) - invert_ks(mm_) - 2*h)/(mp_ - mm_)
        assert abs(slope - f) < 1e-5*(1 + abs(f))
for U in (1., 4.):
    for w in (0., -1.):
        E, m, _ = exact(U, w); f = f_param(U, w)
        assert abs(F_search(U, m) - (E - w*m)) < 1e-10
        assert abs(F_search(0., m) + np.sqrt(4 - m*m)) < 1e-10
        assert abs(deriv2(lambda s: F_search(U, s) - F_search(0., s), m) - f) < 1e-5
        X, Xs = site_response(U, w), site_response(0., invert_ks(m))
        K = np.linalg.pinv(Xs, rcond=1e-6) - np.linalg.pinv(X, rcond=1e-6)
        assert abs((K[0, 0] + K[1, 1] - 2*K[0, 1])/4 - f) < 1e-5
        g = np.array([0.7, -2.3])
        Kg = f*np.array([[1., -1.], [-1., 1.]]) + g[:, None] + g[None, :]
        assert np.allclose(np.linalg.solve(np.eye(2) - Xs @ Kg, Xs), X, atol=1e-6)
def double_occ_ks(m):
    v = np.linalg.eigh(T + invert_ks(m)*M)[1][:, 0]; return v @ D @ v
for m in (0., 0.6, 1.3):
    assert abs(double_occ_ks(m) - (1 + m*m/4)/2) < 1e-10
    assert abs(deriv2(double_occ_ks, m, 1e-2) - 0.25) < 1e-6
assert abs(f_diag(1e-3, -0.8)/1e-3 - 0.25) < 1e-3

# ---- symbolic tests
u, xs, wsym, e = sp.symbols("u x w e", positive=True); s2 = sp.sqrt(2)
Bs = sp.Matrix([[u+2*wsym, 0, -s2], [0, u-2*wsym, -s2], [-s2, -s2, 0]])
det = (Bs - (u - xs)*sp.eye(3)).det()
assert sp.simplify(det - (xs-u)*(xs**2 - 4*xs/(xs-u) - 4*wsym**2)) == 0
Rs = sp.sqrt(u**2 + 16); fs = Rs*(Rs+u)**2/128 - sp.Rational(1, 2)
assert sp.simplify(sp.expand(fs - u/4 - (u**3 + Rs*(u**2+8))/64 + sp.Rational(1, 2))) == 0
small = sp.series(sp.expand(fs - u/4), u, 0, 5).removeO()
assert sp.expand(small - (5*u**2/64 + u**3/64 + 7*u**4/4096)) == 0
root = sp.sqrt(1 + 16*e**2)  # e = 1/U; the series below is e^3 f_xc
large = sp.series(sp.expand(root*(root+1)**2/128 - e**3/2 - e**2/2), e, 0, 8).removeO()
assert sp.expand(large - (sp.Rational(1, 32) - e**3/2 + e**4/2)) == 0

# ---- symmetric point
grid = np.linspace(0, 20, 201); fd = np.array([f_diag(U, 0.) for U in grid])
assert np.allclose(fd, f_sym(grid), rtol=1e-10, atol=1e-10)
assert np.all(np.diff(fd - grid/4) > 0) and np.all(np.diff(fd, 2) > 0)
assert abs(f_diag(.1, 0) - .025 - (5e-2/64 + 1e-3/64 + 7e-4/4096)) < 1e-8
assert abs(f_diag(40., 0) - 20 - (40**3/32 - .5 + 1/80)) < 1e-6
def weight_gap(U):
    ev, v = np.linalg.eigh(T + U*D); el = (v.T @ M @ v[:, 0])**2
    k = np.argmax(el); assert el.sum() - el[k] < 1e-12
    return v[:, 0] @ D @ v[:, 0], ev[k] - ev[0]
for U in (1., 4., 50.):
    p, gap = weight_gap(U); R = np.sqrt(U*U + 16)
    assert abs(p - (R-U)/(2*R)) < 1e-11 and abs(gap - (R+U)/2) < 1e-10
    assert abs(-8*p/gap/exact(U, 0.)[2] - 1) < 1e-9
assert abs(weight_gap(50.)[0]*50**2/4 - 1) < 1e-2
U0 = brentq(lambda U: f_sym(U) - U/2, 0.5, 5)
assert abs(U0 - brentq(lambda U: f_diag(U, 0) - U/2, 0.5, 5)) < 1e-8
Um = brentq(sp.lambdify(u, sp.diff(fs - u/2, u)), 0.1, 3)
assert abs(Um - minimize_scalar(lambda U: f_diag(U, 0) - U/2, bounds=(0, 3),
           method="bounded", options={"xatol": 1e-9}).x) < 1e-5
m_xonly = lambda U, w: brentq(lambda m: m_ks(w + U*m/4) - m, -2, 2, xtol=1e-15)
assert abs(deriv(lambda s: m_xonly(4., s), 0.) - 1/(-0.5 - 1)) < 1e-7

# ---- sum rule and peak width
area = {}
for U in (1., 4., 10.):
    assert abs(invert_ks(exact(U, -1000.)[1]) + 1000 - U/2) < 1e-4
    val = -quad(lambda w: f_diag(U, w)*exact(U, w)[2], -200, 0,
                points=[-50, -4*U, -U, -U/2], limit=300)[0]
    assert abs(val - (invert_ks(exact(U, -200.)[1]) + 200)) < 1e-6 and abs(val - U/2) < 1e-3
    area[U] = 2*val
def half_width(U):
    return exact(U, brentq(lambda w: f_diag(U, w) - f_diag(U, 0)/2, -U, -1e-9))[1]
y = brentq(lambda s: 1 + 3*s*s - 2*(1 - s*s)**3, 0, 0.9); coef = 16*y/(1 - y*y)**2
assert abs(half_width(100.)*100**2/coef - 1) < 2e-2  # neglected order is (t/U)^2
assert f_diag(4., -3.) - 1 < 0

# ---- worked example
U = 4.; R = np.sqrt(U*U + 16); p, gap = weight_gap(U); E, _, chi = exact(U, 0.); f = f_sym(U)
print(f"t = 1 (energy unit); example U = {U:g} t, w = 0")
print(f"R = {R:.6f} t, E0 = {E:.6f} t")
print(f"ionic weight p = {p:.6f}, gap = {gap:.6f} t")
print(f"chi = {chi:.6f} 1/t, chi_s = {chi_s(0.):.6f} 1/t")
print(f"1/chi = {1/chi:.6f} t, 1/chi_s = {1/chi_s(0.):.6f} t")
print(f"f_Hxc = {f:.6f} t, f_xc = {f-U/2:.6f} t, f_c = {f-U/4:.6f} t")
print(f"f_H = {U/2:.4f} t, f_x = {-U/4:.4f} t")
print(f"exchange-only chi = {deriv(lambda s: m_xonly(U, s), 0.):.6f} 1/t")
for w in (-1., -3.):
    q = formula(U, w); m = q["m"]; f = f_param(U, w); ws = invert_ks(m)
    print(f"U = {U:g} t, w = {w:g} t: x = {q['x']:.6f} t, E0 = {U-q['x']:.6f} t")
    print(f"  G' = {q['G1']:.6f} t, G'' = {q['G2']:.6f}, m = {m:.6f}")
    print(f"  w_s = {ws:.6f} t, w_Hxc = {ws-w:.6f} t")
    print(f"  chi = {q['chi']:.6f} 1/t, chi_s = {chi_s(m):.6f} 1/t")
    print(f"  f_Hxc = {f:.6f} t, f_xc = {f-U/2:.6f} t, f_c = {f-U/4:.6f} t")
print("w = 0 table: U[t] chi[1/t] f_Hxc[t] f_xc[t] f_c[t] smallU_fc[t] largeU_fxc[t]")
for U in (0.5, 1., 2., 4., 8., 16.):
    f = f_sym(U)
    print(f"{U:4g} {exact(U, 0.)[2]:9.5f} {f:9.4f} {f-U/2:9.4f} {f-U/4:9.4f} "
          f"{float(small.subs(u, U)):9.4f} {float(large.subs(e, 1/U))*U**3:9.4f}")
print(f"minimum of f_xc: U = {Um:.4f} t, f_xc = {f_sym(Um)-Um/2:.5f} t")
print(f"zero of f_xc: U = {U0:.4f} t")
for U in area:
    print(f"U = {U:g} t: integral of f_Hxc dm over |w| < 200 t = {area[U]:.4f} t")
print(f"large-U half maximum: y = {y:.4f}, m_half U^2/t^2 = {coef:.4f}")
for U in (10., 100.):
    hw = half_width(U)
    print(f"U = {U:g} t: f_Hxc(0) = {f_sym(U):.3f} t, m_half = {hw:.6f}, "
          f"m_half U^2/t^2 = {hw*U*U:.4f}")
print("PASS")
```

Output:

```
t = 1 (energy unit); example U = 4 t, w = 0
R = 5.656854 t, E0 = -0.828427 t
ionic weight p = 0.146447, gap = 4.828427 t
chi = -0.242641 1/t, chi_s = -2.000000 1/t
1/chi = -4.121320 t, 1/chi_s = -0.500000 t
f_Hxc = 3.621320 t, f_xc = 1.621320 t, f_c = 2.621320 t
f_H = 2.0000 t, f_x = -1.0000 t
exchange-only chi = -0.666667 1/t
U = 4 t, w = -1 t: x = 4.962389 t, E0 = -0.962389 t
  G' = 27.199816 t, G'' = -33.900340, m = 0.294120
  w_s = -0.148676 t, w_Hxc = 0.851324 t
  chi = -0.401936 1/t, chi_s = -1.935472 1/t
  f_Hxc = 1.971286 t, f_xc = -0.028714 t, f_c = 0.971286 t
U = 4 t, w = -3 t: x = 6.766369 t, E0 = -2.766369 t
  G' = 15.623477 t, G'' = 0.488461, m = 1.536150
  w_s = -1.199442 t, w_Hxc = 1.800558 t
  chi = -0.438273 1/t, chi_s = -0.525173 1/t
  f_Hxc = 0.377548 t, f_xc = -1.622452 t, f_c = -0.622452 t
w = 0 table: U[t] chi[1/t] f_Hxc[t] f_xc[t] f_c[t] smallU_fc[t] largeU_fxc[t]
 0.5  -1.54657    0.1466   -0.1034    0.0216    0.0216    0.5039
   1  -1.18282    0.3454   -0.1546    0.0954    0.0955    0.0312
   2  -0.68328    0.9635   -0.0365    0.4635    0.4648    0.0000
   4  -0.24264    3.6213    1.6213    2.6213    2.6875    1.6250
   8  -0.04984   19.5623   15.5623   17.5623   20.0000   15.5625
  16  -0.00735  135.5312  127.5312  131.5312  196.0000  127.5312
minimum of f_xc: U = 1.1437 t, f_xc = -0.15748 t
zero of f_xc: U = 2.1124 t
U = 1 t: integral of f_Hxc dm over |w| < 200 t = 1.0000 t
U = 4 t: integral of f_Hxc dm over |w| < 200 t = 3.9999 t
U = 10 t: integral of f_Hxc dm over |w| < 200 t = 9.9999 t
large-U half maximum: y = 0.3470, m_half U^2/t^2 = 7.1750
U = 10 t: f_Hxc(0) = 35.800 t, m_half = 0.067846, m_half U^2/t^2 = 6.7846
U = 100 t: f_Hxc(0) = 31299.505 t, m_half = 0.000717, m_half U^2/t^2 = 7.1717
PASS
```
